# Lindemann-Hinshelwood pressure dependence of precursor decomposition, derived two ways, part 2

A precursor vapour A, very dilute in an inert carrier gas M, flows through a heated line. We want the highest temperature at which it still arrives nearly intact, and how this upper edge of the stability window depends on the carrier pressure $p=[\mathrm M]k_BT$. Decomposition is irreversible, wall reactions are left out, and $T$ is uniform. Square brackets denote number densities.

Collisions turn A into A*, a molecule with enough vibrational energy to decompose, at the rate $a=k_1[\mathrm M]$. A* is deactivated at the rate $b=k_{-1}[\mathrm M]$ and decomposes at the rate $c=k_2$. Rate equations with the steady state $a[\mathrm A]\simeq(b+c)[\mathrm A^*]$ gave the decomposition rate $k_{\rm uni}[\mathrm A]$, with the Lindemann-Hinshelwood expression

$$
k_{\rm uni}=\frac{ac}{b+c}=\frac{k_1k_2[\mathrm M]}{k_{-1}[\mathrm M]+k_2}. \tag{2}
$$

For constant $[\mathrm M]$, the exact slow decay rate $\lambda_-$ obeys

$$
\frac{ac}{a+b+c}<\lambda_-<\frac{ac}{b+c}=k_{\rm uni}, \tag{4}
$$

so the relative error of $k_{\rm uni}$ is below $a/(b+c)$. The high-pressure limit is $k_\infty=k_1k_2/k_{-1}$, and the order in the carrier is $n=1-k_{\rm uni}/k_\infty$.

The molecule has $s$ classical oscillators and a threshold energy $E_0$ per mole. With $u=E/RT$ and $x=E_0/RT$, its equilibrium energy distribution is $f(u)=u^{s-1}e^{-u}/(s-1)!$. The activated fraction is $Q=\int_x^\infty f\,du$, and $L=x^{s-1}e^{-x}/(s-1)!$. Strong collisions, each of which redraws the energy from $f$, occur at the rate $\omega=Z[\mathrm M]$, where $Z\propto T^{1/2}$ is the collision rate constant. Then $k_1=ZQ$, and $k_{-1}\simeq Z$ when $Q\ll1$.

The model precursor has a mass of 200 u (carrier 30 u), collision diameter 0.6 nm, $E_0=200$ kJ/mol, $s=10$ and $k_2=10^7$ s⁻¹. At 600 K, $x=40.09$, $e^{-x}=3.88\times10^{-18}$, $Q=3.66\times10^{-9}$, $L=0.782\,Q$, $Z=7.89\times10^{-16}$ m³/s and $k_\infty=0.0366$ s⁻¹; $k_{\rm uni}=k_\infty/2$ at 105 Pa.

### Activations that succeed and activations that fail

Follow a single molecule instead of a concentration. It waits in state A until a collision activates it. It then either decomposes or is deactivated, and in the second case it starts again. All three events have constant probabilities per unit time, so the molecule keeps no memory of earlier attempts.

An activated molecule is still activated after a time $t$ with probability $e^{-(b+c)t}$. The probability that it decomposes before it is deactivated is therefore

$$
\varphi=\int_0^\infty c\,e^{-(b+c)t}dt=\frac{c}{b+c}. \tag{12}
$$

Now run a clock that advances only while the molecule is in state A. On this clock, activations arrive independently at the rate $a$, so the probability of $m$ activations by the reading $t_A$ is $e^{-at_A}(at_A)^m/m!$. The molecule survives if all of them fail, which has probability $(1-\varphi)^m$. Summing over $m$ gives the survival probability

$$
\sum_{m=0}^\infty e^{-at_A}\frac{(at_A)^m}{m!}(1-\varphi)^m
=e^{-at_A}e^{a(1-\varphi)t_A}=e^{-a\varphi t_A}. \tag{13}
$$

The decay constant is

$$
a\varphi=\frac{ac}{b+c}=\frac{k_1k_2[\mathrm M]}{k_{-1}[\mathrm M]+k_2}=k_{\rm uni},
$$

the same result as before. No steady state was assumed. Within the three-rate model, $k_{\rm uni}$ is exactly the decomposition rate per unit of time spent unactivated, averaged over the complete histories of many molecules. At a given moment the decomposition rate divided by $[\mathrm A]$ can differ from it, for instance during the initial transient.

An ordinary clock also counts the time spent activated. One stay in A* lasts $1/(b+c)$ on average, and the mean number of stays is $1/\varphi$, so their mean total duration is $1/(\varphi(b+c))=1/c$. The mean lifetime of a molecule that starts in A is

$$
\bar t=\frac1{a\varphi}+\frac1c=\frac{b+c}{ac}+\frac1c=\frac{a+b+c}{ac}. \tag{14}
$$

Its reciprocal is the lower bound that the rate equations gave for the slow decay rate. The activated time is a fraction $a/(b+c)$ of the unactivated time. The small parameter of the first derivation is thus a ratio of two times, and the two clocks agree when it is small.

The limits can be read from the product $a\varphi$. At low pressure $\varphi\to1$: each activation is almost certainly fatal, and the rate is the activation rate $k_1[\mathrm M]$. At high pressure $\varphi\to k_2/(k_{-1}[\mathrm M])$: activations become more frequent in proportion to $[\mathrm M]$, but the chance that one succeeds falls as $1/[\mathrm M]$, and the density cancels.

### How the rate changes with temperature

A stability window requires the temperature dependence at fixed carrier pressure $p$. Keep $k_2$ constant and take $Q\ll1$, so that

$$
k_{\rm uni}=\frac{k_2Q}{1+k_2/\omega},\qquad \omega=\frac{Zp}{k_BT}.
$$

Define the activation energy as $E_a=RT^2(\partial\ln k_{\rm uni}/\partial T)_p$. Because $x$ is the lower limit of the integral for $Q$, $dQ/dx=-L$. Also $dx/dT=-x/T$. The contribution of $Q$ is therefore

$$
RT^2\,\frac1Q(-L)\left(-\frac xT\right)=RTx\,\frac LQ=E_0\frac LQ .
$$

The collision constant $Z$ grows as $T^{1/2}$ and the density falls as $T^{-1}$, so $\omega\propto T^{-1/2}$ and $d\omega/dT=-\omega/2T$. The denominator then contributes

$$
-RT^2\frac{\partial}{\partial T}\ln\left(1+\frac{k_2}{\omega}\right)
=RT^2\,\frac{k_2/\omega^2}{1+k_2/\omega}\,\frac{d\omega}{dT}
=-\frac{RT}{2}\,\frac{k_2}{\omega+k_2}=-\frac{nRT}{2}.
$$

Together,

$$
E_a=E_0\frac LQ-\frac{nRT}2. \tag{15}
$$

The first term has a simple meaning. The mean of $u$ among activated molecules is $Q^{-1}\int_x^\infty uf\,du$. Integration by parts gives

$$
\int_x^\infty\frac{u^se^{-u}}{(s-1)!}du=\frac{x^se^{-x}}{(s-1)!}+s\int_x^\infty\frac{u^{s-1}e^{-u}}{(s-1)!}du=xL+sQ,
$$

so this mean is $s+xL/Q$. The mean over all molecules is $s$. Hence $E_0L/Q$ is the mean energy of the activated molecules minus the mean energy of all molecules. It is less than $E_0$ here because the mean energy $sRT$ of all molecules is larger than the mean excess of the activated ones above $E_0$.

For the model precursor at 600 K, the high-pressure value is $200\times0.782=156.4$ kJ/mol. At low pressure $n=1$, and subtracting $RT/2=2.5$ kJ/mol leaves 153.9 kJ/mol. In this model, the fall-off changes the size of the rate far more than its activation energy. This is a consequence of keeping $k_2$ constant. If the decomposition rate grows with energy, as in Kassel's model below, the low-pressure rate is still $\omega Q$, with the same 154 kJ/mol, but the high-pressure value is larger (200 kJ/mol for Kassel's rate), so the activation energy drops substantially through the fall-off.

### The upper edge of the stability window

Let a fraction $X$ be the most that may decompose during a residence time $\tau$. The surviving fraction is $1-X=e^{-k_{\rm uni}\tau}$, so the highest allowed temperature satisfies

$$
k_{\rm uni}(T,p)\,\tau=-\ln(1-X). \tag{16}
$$

For $X=0.01$ and $\tau=1$ s, the required rate constant is 0.01005 s⁻¹. The transient lasts of order $1/(b+c)$, which is at most $10^{-7}$ s here, and can be ignored. Solving (16) for the model precursor gives:

| $p$ (Pa) | highest temperature (K) |
|---:|---:|
| 1 | 675 |
| 10 | 623 |
| 100 | 589 |
| 1000 | 578 |
| 10000 | 577 |
| 100000 | 576 |

To see what sets the shift, change $p$ and $T$ together so that $k_{\rm uni}$ stays constant:

$$
0=d\ln k_{\rm uni}=n\,d\ln p+\frac{E_a}{RT^2}dT
\quad\Longrightarrow\quad
\frac{dT}{d\ln p}=-\frac{nRT^2}{E_a}. \tag{17}
$$

With constant $k_2$, $n$ is almost zero near atmospheric pressure, and the window hardly moves there. In the second-order regime $n\simeq1$. With the values at 600 K, the shift is $8.314\times600^2/153900=19.4$ K for each factor $e$ in pressure, or about 45 K per decade. The table shows 52 K between 10 and 1 Pa. The temperature there is about 650 K, and the factor $T^2$ alone raises the estimate to about 53 K; the smaller changes in $n$ and $E_a$ are left out of this estimate. Between 100 kPa and 1 Pa the upper edge rises by about 99 K.

These figures hold at fixed residence time. In a line of volume $V$ fed with $\Phi$ molecules per second, the residence time is $\tau=pV/(\Phi k_BT)$. Lowering the pressure at constant feed then shortens $\tau$ too, which raises the allowed temperature further. The figures also concern the gas phase alone: a reaction on the wall adds a loss that is absent from (16), and it can close the window earlier. Even an unreactive wall can supply activation energy to the molecules that strike it. In a narrow line at about 1 Pa, such collisions are no longer rare compared with those in the gas, and the allowed temperature is then lower than the table says.

If only a fraction $\beta$ of collisions redraws the energy and the others leave it unchanged, $\omega$ is replaced by $\beta\omega$. The midpoint pressure then rises by the factor $1/\beta$, while $k_\infty$ is unchanged.

### Activated molecules that are not all alike

A molecule just above the threshold should decompose more slowly than one far above it. The single-molecule argument can accommodate this. Let the decomposition rate be $k(u)$, zero for $u<x$, and keep strong collisions at the rate $\omega$. After each collision the molecule has a fresh energy drawn from $f(u)$. By the reasoning of (12), it decomposes before the next collision with probability $k/(\omega+k)$. Averaged over the draw, this probability is

$$
q=\int_x^\infty f(u)\frac{k(u)}{\omega+k(u)}du .
$$

An interval that starts with energy $u$ ends, by collision or decomposition, after a mean time $1/(\omega+k)=\omega^{-1}[1-k/(\omega+k)]$. The average over all energies is $(1-q)/\omega$. The mean number of intervals is $1/q$, so the mean lifetime is $(1-q)/(\omega q)$. For $q\ll1$ its reciprocal is

$$
k_{\rm uni}=\omega q=\int_x^\infty f(u)\frac{\omega k(u)}{\omega+k(u)}du. \tag{18}
$$

With constant $k=k_2$ this becomes $Q\omega k_2/(\omega+k_2)$, the Lindemann-Hinshelwood form. For any $k(u)$ that is positive above the threshold and has a finite thermal average, the limits keep their orders. As $\omega\to0$, the integral tends to $\omega Q$, which is second order overall. As $\omega\to\infty$, it tends to $\int fk\,du=k_\infty$, which is first order.

Between the limits the curve changes, and the direction of the change can be proved. The function $g(k)=\omega k/(\omega+k)$ has the second derivative $-2\omega^2/(\omega+k)^3<0$, so it lies below each of its tangents. Let $\kappa=k_\infty/Q$ be the mean of $k$ over the activated molecules. Then $g(k)\le g(\kappa)+g'(\kappa)(k-\kappa)$. Averaging over the activated molecules removes the last term, and multiplying by $Q$ gives

$$
k_{\rm uni}\le Q\,\frac{\omega\kappa}{\omega+\kappa}. \tag{19}
$$

The right side is the Lindemann-Hinshelwood curve with the same two limits. It is an upper bound on (18). The reciprocal of the mean lifetime, $\omega q/(1-q)$, is larger than (18) by the factor $1/(1-q)$. It can therefore exceed the bound, but at most by this factor, which is practically 1 when activation is rare.

The gap can be large. Kassel's classical model takes $k(u)=A(1-x/u)^{s-1}$. Its high-pressure limit is

$$
k_\infty=\int_x^\infty A\,\frac{(u-x)^{s-1}e^{-u}}{(s-1)!}du=Ae^{-x},
$$

where the substitution $y=u-x$ leaves the integral of $y^{s-1}e^{-y}$, equal to $(s-1)!$. To match $k_\infty$ at 600 K, set $A=0.0366/(3.88\times10^{-18})=9.43\times10^{15}$ s⁻¹. At 105 Pa, where (2) gives half of $k_\infty$, or 0.0183 s⁻¹, equation (18) gives 0.00126 s⁻¹. This is 6.9% of the Lindemann-Hinshelwood value.

The reason lies in the energies involved. An activated molecule at equilibrium has a mean excess above threshold of $s+xL/Q-x=10+31.4-40.1=1.3$, in units of $RT$. At high pressure, the molecules that decompose have an excess $y$ distributed as $y^{s-1}e^{-y}$, with mean $s=10$. At $y=10$ the Kassel rate is $A(10/50.1)^9$, about $5\times10^9$ s⁻¹, far above the collision rate of $10^7$ s⁻¹ at 105 Pa. Collisions cannot replenish these energetic molecules fast enough, while the more numerous ones near threshold decompose slowly.

The two models were matched at 600 K only. Their high-pressure activation energies differ: $k_\infty=Ae^{-x}$ gives $E_0=200$ kJ/mol, against 156 kJ/mol for constant $k_2$. The window temperatures above therefore belong to the constant-$k_2$ model and should not be carried over to Kassel's. The same holds for the flatness of the window near atmospheric pressure: with Kassel's rate, the fall-off at 600 K extends beyond 100 kPa, and the upper edge still shifts noticeably there.

### What each derivation assumes

Both derivations use irreversible decomposition, a gas without wall reactions, and events whose probabilities per unit time depend only on the present state. With a single $k_2$ they describe the same process, and both lead to (2).

The first adds an approximation about a population: the activated density adjusts quickly to the unactivated one. The exact roots show when this is justified, with an error below $a/(b+c)$ relative to the slow rate. Its advantage is that the collision partners may change with time. Rate equations for the pure precursor can be written down even though each decomposition alters the surroundings of the remaining molecules. The bounds in (4), however, were derived for constant $[\mathrm M]$.

The second assumes that the molecule moves in a fixed environment, unaffected by what happens to the other precursor molecules. That suits a dilute precursor in a carrier gas, but not a pure precursor with inert products. In return it needs no steady state to obtain $a\varphi$, and rarity of activation enters only when time in A is identified with elapsed time. It also extends directly to activated molecules with different decomposition rates, provided that each collision erases the memory of the previous energy. Weak collisions that change the energy in small steps break that condition, and (18) and (19) then no longer follow.

The two limiting orders survive the replacement of one $k_2$ by a distribution of rates, whereas the shape between them does not. The second-order limit may then lie far below the pressures used in practice, as it does for Kassel's classical rate with the parameters above. For a window at intermediate pressure, $k_1$ and $k_\infty$ are therefore not enough: the energy dependence of the decomposition rate is needed as well. The main values used here are in the numerical output with further digits.

## Calculated quantities

```
Masses A, M: 200, 30 u
Reduced mass: 26.087 u
Collision diameter: 0.6 nm
E0: 200 kJ/mol; s: 10; k2: 1.0e+07 1/s
Reference temperature: 600 K
x = E0/RT: 40.091
exp(-x): 3.8797e-18
Activated fraction Q: 3.6569e-09
Leading term L: 2.8604e-09; L/Q: 0.7822
Q/exp(-x): 9.4258e+08
Z: 7.8923e-16 m^3/s
k1 = Z*Q: 2.8861e-24 m^3/s
High-pressure k_inf: 0.03657 1/s
[M] at half fall-off: 1.2671e+22 1/m^3
Half fall-off pressure: 104.96 Pa = 0.787 Torr
Pressure at 10% and 90% of k_inf: 11.66, 944.7 Pa
p=1 Pa: k_uni=3.4511e-04 1/s, k/k_inf=0.0094, total order=1.9906
p=10 Pa: k_uni=3.1810e-03 1/s, k/k_inf=0.0870, total order=1.9130
p=100 Pa: k_uni=1.7842e-02 1/s, k/k_inf=0.4879, total order=1.5121
p=1000 Pa: k_uni=3.3095e-02 1/s, k/k_inf=0.9050, total order=1.0950
p=10000 Pa: k_uni=3.6189e-02 1/s, k/k_inf=0.9896, total order=1.0104
p=100000 Pa: k_uni=3.6531e-02 1/s, k/k_inf=0.9990, total order=1.0010
Window: 1% decomposed in 1 s, k needed: 0.010050 1/s
p=1 Pa: upper temperature 675.0 K
p=10 Pa: upper temperature 623.3 K
p=100 Pa: upper temperature 589.2 K
p=1000 Pa: upper temperature 578.1 K
p=10000 Pa: upper temperature 576.6 K
p=100000 Pa: upper temperature 576.4 K
Window gain, 100 kPa to 1 Pa: 98.6 K
E_a at fixed p, low: 153.95 kJ/mol
E_a at fixed p, half: 155.19 kJ/mol
E_a at fixed p, high: 156.44 kJ/mol
Kassel prefactor A: 9.426e+15 1/s
Kassel k at half fall-off pressure: 0.00126 1/s
Kassel/Lindemann there: 0.0691
Pure precursor, fraction left at reduced time 2:
  low p, inert products: 0.3335
  low p, active products: 0.1356
  high p, inert products: 0.1354
  high p, active products: 0.1354
```
